# Second-Order Energy of a Two-Dimensional Fröhlich Polaron at Rest

**The model.** An electron of band mass $m$ couples to longitudinal optical phonons of one energy $\hbar\omega$:

$$H=\frac{p^2}{2m}+\hbar\omega\sum_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k}+\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right).$$

The phonons are those of a uniform bulk medium of volume $\Omega$, with zero-point energy dropped. Write $e_2=e^2/(4\pi\varepsilon_0)$ and define

$$r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad \alpha=\frac{e_2\kappa}{2\hbar\omega\,r_p}.$$

Here $\varepsilon_\infty$ is the relative permittivity with the ions held fixed and $\varepsilon_s$ the static one. "Strictly two-dimensional" means that the electron is held in the plane $z=0$ and cannot be excited out of it. The phonons and the electric field remain three-dimensional. Energies are measured from the uncoupled band edge, so confinement energy is excluded. The temperature is zero until part (f).

## (a) The coupling strength

**Question.** Find $|V_{\mathbf k}|^2$ by requiring that the lattice screen two static charges correctly.

**Answer.** For electrons fixed at $\mathbf r_1$ and $\mathbf r_2$, each phonon mode has the Hamiltonian $\hbar\omega a^\dagger a+Fa+F^*a^\dagger$, with $F=V_{\mathbf k}(e^{i\mathbf k\cdot\mathbf r_1}+e^{i\mathbf k\cdot\mathbf r_2})$. Completing the square gives

$$\hbar\omega\left(a^\dagger+\frac{F}{\hbar\omega}\right)\left(a+\frac{F^*}{\hbar\omega}\right)-\frac{|F|^2}{\hbar\omega}.$$

The first term is a displaced oscillator with lowest energy zero, so the mode contributes $-|F|^2/\hbar\omega$. Since $|F|^2=|V_{\mathbf k}|^2(2+2\cos\mathbf k\cdot\mathbf r)$ with $\mathbf r=\mathbf r_1-\mathbf r_2$, the part that depends on separation is

$$U(r)=-\frac{2}{\hbar\omega}\sum_{\mathbf k}|V_{\mathbf k}|^2\cos\mathbf k\cdot\mathbf r .$$

With the ions fixed the repulsion is $e_2/(\varepsilon_\infty r)$; after they relax it is $e_2/(\varepsilon_s r)$. The phonons must supply the difference, $U(r)=-e_2\kappa/r$. The Fourier transform of $1/r$ is $4\pi/k^2$, which fixes the form $|V_{\mathbf k}|^2=C/(\Omega k^2)$. Then

$$U=-\frac{2C}{\hbar\omega}\int\!\frac{d^3k}{(2\pi)^3}\frac{\cos\mathbf k\cdot\mathbf r}{k^2}=-\frac{2C}{\hbar\omega}\,\frac1{4\pi r},$$

so $C=2\pi\hbar\omega\,e_2\kappa$. Substituting $e_2\kappa=2\alpha\hbar\omega r_p$,

$$|V_{\mathbf k}|^2=\frac{C}{\Omega k^2},\qquad C=4\pi\alpha r_p(\hbar\omega)^2 .$$

## (b) The three-dimensional electron

**Question.** Find the second-order energy of a three-dimensional electron at rest.

**Answer.** The unperturbed state has zero electron momentum and no phonons. The interaction changes the phonon number by one, so its expectation value vanishes and there is no first-order energy. Emission of phonon $\mathbf k$ leaves the electron with momentum $-\hbar\mathbf k$. The intermediate energy is

$$\hbar\omega+\frac{\hbar^2k^2}{2m}=\hbar\omega(1+k^2r_p^2).$$

Second-order perturbation theory gives

$$E_{3D}=-\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{\hbar\omega(1+k^2r_p^2)}
=-\frac{C}{\hbar\omega}\int_0^\infty\!\frac{4\pi k^2dk}{8\pi^3}\,\frac{1}{k^2(1+k^2r_p^2)} .$$

The factors $k^2$ cancel. With $x=kr_p$ and $\int_0^\infty dx/(1+x^2)=\pi/2$,

$$E_{3D}=-\frac{C}{2\pi^2\hbar\omega r_p}\,\frac{\pi}{2}=-\frac{C}{4\pi\hbar\omega r_p}=-\alpha\hbar\omega .$$

## (c) The strictly two-dimensional electron

**Question.** Repeat the calculation for an electron confined to the plane, and compare the two energies.

**Answer.** Split the phonon wavevector into an in-plane part $\mathbf q$ and a normal part $k_z$. At $z=0$ the phase factor contains $\mathbf q$ alone, so the electron recoils with momentum $-\hbar\mathbf q$. The energy denominator does not contain $k_z$, and the squared coupling can be summed over $k_z$ first. With $\Omega=AL$,

$$\sum_{k_z}|V_{\mathbf k}|^2=L\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{C}{AL(q^2+k_z^2)}=\frac{C}{2Aq}=\frac{2\pi\alpha r_p(\hbar\omega)^2}{Aq}.$$

The remaining sum over $\mathbf q$ is

$$E_{2D}=-A\int_0^\infty\!\frac{2\pi q\,dq}{4\pi^2}\,\frac{C}{2Aq}\,\frac{1}{\hbar\omega(1+q^2r_p^2)}
=-\frac{C}{4\pi\hbar\omega r_p}\int_0^\infty\!\frac{dx}{1+x^2}.$$

The prefactor is $\alpha\hbar\omega$, hence

$$\boxed{E_{2D}=-\frac{\pi}{2}\,\alpha\hbar\omega,\qquad \frac{E_{2D}}{E_{3D}}=\frac{\pi}{2}}$$

at equal $m$, $\hbar\omega$ and $\alpha$.

The coefficients were tested by diagonalizing the Hamiltonian restricted to zero and one phonon, with 80 radial wavevectors. Extrapolating $E/(\alpha\hbar\omega)$ linearly from $\alpha=0.002$ and $0.004$ to zero coupling gave $-1.57078$ in the plane and $-1.00000$ in the bulk.

## (d) The origin of the ratio

**Question.** Does the planar electron bind more strongly because its coupling to the lattice is stronger?

**Answer.** No. The coupling to each bulk phonon is the same in both problems, and so is the interaction $-e_2\kappa/r$ between two static charges. The difference lies in the recoil. Let $\theta$ be the angle between $\mathbf k$ and the plane normal, so that $q=k\sin\theta$. In spherical coordinates

$$E_{2D}=-\frac{C}{8\pi^3\hbar\omega}\int\! d\Omega_k\int_0^\infty\!\frac{dk}{1+k^2r_p^2\sin^2\theta}
=-\frac{C}{8\pi^3\hbar\omega r_p}\,\frac{\pi}{2}\int\!\frac{d\Omega_k}{\sin\theta}.$$

The bulk expression has 1 in place of $1/\sin\theta$. The ratio is therefore the mean of $1/\sin\theta$ over the sphere:

$$\frac{1}{4\pi}\int_0^{2\pi}\!d\phi\int_0^\pi\!\sin\theta\,d\theta\,\frac1{\sin\theta}=\frac{2\pi\cdot\pi}{4\pi}=\frac{\pi}{2}.$$

A phonon emitted close to the normal costs the planar electron almost no kinetic energy, and these cheap virtual emissions deepen the shift.

## (e) A film of finite thickness

**Question.** Replace the plane by hard walls a distance $d$ apart, keeping bulk phonons. Write the second-order energy and verify both limits of $d$.

**Answer.** The subband functions are $\varphi_n=\sqrt{2/d}\,\sin(n\pi z/d)$. The electron starts in $n=1$ and may pass virtually through any $n$. The matrix element contains $\int\varphi_1\varphi_n e^{ik_zz}dz$. Using

$$\int\frac{dk_z}{2\pi}\frac{e^{ik_z(z-z')}}{q^2+k_z^2}=\frac{e^{-q|z-z'|}}{2q},$$

the steps of part (c) give

$$-\frac{E}{\alpha\hbar\omega}=\sum_n\int_0^\infty\!\frac{G_n\,dx}{1+\Delta_n+x^2},\qquad
\Delta_n=(n^2-1)\left(\frac{\pi r_p}{d}\right)^2,$$

$$G_n=\int_0^d\!\!\int_0^d\!dz\,dz'\,\varphi_1(z)\varphi_n(z)\,e^{-q|z-z'|}\,\varphi_1(z')\varphi_n(z').$$

*Thin film.* As $d\to0$ the exponential tends to 1. Normalization gives $G_1\to1$, orthogonality gives $G_n\to0$ for $n>1$, and the gaps $\Delta_n$ diverge. The coefficient tends to $\pi/2$.

*Thick film.* For $qd\gg1$ the exponential is short-ranged compared with $d$. Write $\varphi_1\varphi_n=[\cos((n-1)\pi z/d)-\cos((n+1)\pi z/d)]/d$. For large $n$ both cosines have wavevector close to $k_n=n\pi/d$. Away from the walls, integrating the exponential against such a cosine multiplies it by $2q/(q^2+k_n^2)$. Since $\int(\varphi_1\varphi_n)^2dz=1/d$ for $n\ge2$, one has $G_n\simeq 2q/[d(q^2+k_n^2)]$. With $y=k_nr_p$ the sum becomes $\sum_n\to(d/\pi r_p)\int dy$, and

$$-\frac{E}{\alpha\hbar\omega}\to\frac2\pi\int_0^\infty\!\!\int_0^\infty\!\frac{x\,dx\,dy}{(x^2+y^2)(1+x^2+y^2)} .$$

In polar coordinates, $x=R\cos\phi$ and $dx\,dy=R\,dR\,d\phi$, this is $\frac2\pi\int_0^{\pi/2}\cos\phi\,d\phi\int_0^\infty dR/(1+R^2)=1$, the bulk value.

Evaluation of the full expression gives 1.569 for $d=0.001\,r_p$ and 1.00 for $d=40\,r_p$.

## (f) Numbers for an ultrathin oxide channel

**Question.** An indium oxide transistor channel is modelled with the rough values $m=0.20$ electron masses, $\varepsilon_\infty=4$, $\varepsilon_s=9$, $\hbar\omega=55$ meV and $d=2$ nm. Find the energies, decide whether second order suffices within the model, and estimate the effects of thickness and of a temperature of 300 K.

**Answer.** From $\hbar^2/2m=0.1905$ eV nm²,

$$r_p=\sqrt{\frac{0.1905}{0.055}}\ \text{nm}=1.861\ \text{nm},\qquad
\alpha=\frac{1.4400\times0.1389}{2\times0.055\times1.861}\simeq0.977 .$$

The energies are

$$E_{2D}=-\frac{\pi}{2}(0.977)(55)\simeq-84.4\ \text{meV},\qquad E_{3D}\simeq-53.7\ \text{meV}.$$

In the strict planar limit the level lies 30.7 meV deeper than in the bulk, with all parameters held fixed. Direct integration over three-dimensional wavevectors, with and without recoil along $z$, reproduces both energies.

*Order of perturbation theory.* The weight of one-phonon states relative to the unperturbed state is, to lowest order,

$$N_{2D}=\alpha\int_0^\infty\frac{dx}{(1+x^2)^2}=\frac{\pi\alpha}{4}\simeq0.77,\qquad N_{3D}=\frac{2}{\pi}N_{2D}=\frac{\alpha}{2}\simeq0.49 .$$

These are not small, so the next term in the energy is needed. Eliminating the excited states gives, with energies in units of $\hbar\omega$ and intermediate energies $D$,

$$E=\sum_a\frac{|V_{0a}|^2}{E-D_a}+\sum_{abc}\frac{V_{0a}V_{ab}V_{bc}V_{c0}}{(E-D_a)(E-D_b)(E-D_c)}+\dots$$

Put $E\simeq E_2$ in the first sum and expand: $1/(E_2-D_a)\simeq-1/D_a-E_2/D_a^2$. The second piece contributes $-E_2N$, which is positive. In the second sum set $E=0$; three negative denominators make it negative. State $b$ holds two phonons, with energy $2+|\mathbf x+\mathbf x'|^2$, and either phonon may be absorbed first. With $D=1+x^2$ and $D'=1+x'^2$, the planar result is

$$\frac{E_4}{\alpha^2\hbar\omega}=\frac{\pi}{2}\,\frac{\pi}{4}-\int_0^\infty\!\!\int_0^\infty\!dx\,dx'\,\frac{1/D^2+1/(DD')}{\sqrt{(2+x^2+x'^2)^2-4x^2x'^2}} .$$

The square root comes from the angular mean $\langle1/(a+b\cos\phi)\rangle=1/\sqrt{a^2-b^2}$. Numerically the right side is $-0.0640$; the bulk analogue is $-0.0159$. The corrections are $-3.4$ meV in the plane, about 4% of $E_{2D}$, and $-0.8$ meV in the bulk. At this coupling the fourth-order energy is a modest correction although the phonon number is not small.

*Thickness.* Here $d/r_p=1.07$, and the expression of part (e) gives a coefficient of 1.24, or $-66$ meV. The film lies between the two limits. The first subband gap is 1.41 eV, far above $\hbar\omega$, yet the film is not strictly two-dimensional for the polaron: the condition $d\ll r_p$ also matters. The loss relative to $\pi/2$ comes from $G_1<1$, because the $n>1$ terms can only deepen the level.

*Temperature.* With thermal phonon occupation $n_B$, emission is enhanced by $1+n_B$ and absorption enters with weight $n_B$. Absorption leads to an energy $\hbar\omega(x^2-1)$, so its shift is proportional to the principal value of $\int_0^\infty dx/(1-x^2)$. Substituting $x\to1/x$ turns the part above $x=1$ into minus the part below, so this vanishes. For an electron at rest the shift is multiplied by $1+n_B=1.135$, giving $-95.8$ meV for the strict plane. An electron with kinetic energy $k_BT$ is shifted further, to about $-112$ meV at the same order, because the angular mean of the reciprocal emission denominator grows, although the mean denominator itself is unchanged. Absorption also gives the state at rest a finite lifetime. By the golden rule,

$$\hbar W=2\pi\alpha(\hbar\omega)^2n_B\int_0^\infty\!dx\,\delta\big(\hbar\omega(1-x^2)\big)=\pi\alpha n_B\hbar\omega\simeq23\ \text{meV},$$

since the delta function contributes $1/(2\hbar\omega)$ at $x=1$.

## (g) Comparison with a real film

**Question.** Which assumptions fail in a real channel, and by how much could each alter the result?

**Answer.** The estimates below are separate, refer to the strict planar energy at zero temperature unless stated, and should not be added.

*Carriers.* A two-dimensional gas with density of states $g=m/\pi\hbar^2$ has $n=gk_BT\ln(1+e^{\mu/k_BT})$, so $dn/d\mu=g(1-e^{-E_F/k_BT})$ with $E_F=n/g$. In static, long-wavelength screening the squared coupling is multiplied by $[q/(q+q_s)]^2$, where $q_s=(2\pi e_2/\varepsilon_\infty)\,dn/d\mu$. At 300 K this lowers $|E_{2D}|$ by about 33% at $10^{11}$ cm⁻² and 73% at $10^{12}$ cm⁻². The Fermi energies, 1.2 and 12 meV, are below $k_BT=25.9$ meV, so screening becomes serious before the gas is degenerate. The estimate is probably too strong, for at least two reasons. It uses the long-wavelength response at every $q$; the static response at finite $q$ gives about 28% and 61% instead. It also lets the carriers follow the phonon field without delay, and it ignores their shift of the phonon mode. Combining the frequency-dependent random-phase response of the carriers with the frequency-dependent lattice permittivity, for emission only and without Pauli blocking, gives roughly 20% and 50%.

*Surroundings.* The potential of a charge wave in the middle of the film falls as $e^{-q|z|}$, and the lattice energy density as its square. A fraction $e^{-qd}$ lies beyond the faces. Weighted by $1/(1+x^2)$, this amounts to 38% of the second-order shift. This share divides the shift at each $q$ according to where the polarization lies. For the phonon energy itself, weighted by $1/(1+x^2)^2$, the outside share is about 60%. Neither number is the change expected when the surroundings are replaced. The model puts more indium oxide where the gate insulator and the capping layer should be. With other materials there, the ions inside the film relax differently and the field of the electron changes too, so the shift can become smaller or larger. The bulk-phonon model also omits interface phonons. Treating the film as a dielectric slab, with its interface modes, the electron in the middle and nonpolar media outside, changes the second-order shift by about +21% for an outer permittivity of 1, −13% for 2 and −33% for 4. Here the shift is measured from the level with the ions held fixed in the same surroundings.

*Disorder.* If disorder alone limits the mobility, a value of 100 cm²/Vs, favourable for such a thin film, implies $\tau=m\mu_e/e=11.4$ fs and $\hbar/\tau=58$ meV, where $\mu_e$ is the mobility. This exceeds $\hbar\omega$. A state of sharp momentum, "at rest", is then poorly defined on the energy scale of the phonon. At fixed mass a lower mobility makes this worse, since $\hbar/\tau\propto1/\mu_e$.

*Atomic scale and bands.* Removing in-plane wavevectors above $\pi/(0.33\ \text{nm})$, with $k_z$ left unlimited, lowers $|E_{2D}|$ by 3.6%. Cutting the full wavevector $|\mathbf k|$ at the same value removes more, because phonons near the normal count heavily. With $X=\pi r_p/(0.33\ \text{nm})=17.7$, the radial integral of part (d) stops at $kr_p=X$, and the lost fraction is $(2/\pi^2)\int_0^\pi\arctan[1/(X\sin\theta)]\,d\theta$, about 10%. With this cutoff the continuum treatment is a smaller concern than thickness or screening, but the figure depends on the cutoff chosen. The same formula gives about 14% for $\pi/(0.5\ \text{nm})$ and about 19% for 4.4 nm⁻¹, the nearest zone face of the body-centred cubic lattice of indium oxide. The latter is comparable with the 21% lost to thickness. Indium oxide has several polar phonon branches, here merged into one. The hard-wall confinement energy, one third of the subband gap or 0.47 eV, is large enough for the band to depart from a parabola. A heavier in-plane mass would raise $\alpha$ as $\sqrt m$; this effect has not been sized.

For such a channel $-\pi\alpha/2$ phonon energies is therefore a reference value for the clean, empty, planar limit, and not a prediction of a measured level shift. Thickness, screening and surroundings each matter at the level of tens of per cent. The numerical output below lists most of the values used.

## Calculated quantities

```
band mass: 0.20 electron masses
eps_inf: 4.0, eps_static: 9.0 (dimensionless)
phonon energy: 55.0 meV
film thickness: 2.0 nm
temperature: 300 K, kT: 25.85 meV
mobility: 100 cm2/Vs
e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/(2m): 0.1905 eV nm^2
1/eps_inf - 1/eps_static: 0.1389 (dimensionless)
polaron radius r_p: 1.861 nm
alpha: 0.9769 (dimensionless)
pair energy at 2.0 nm, electrostatics: -100.00 meV
pair energy, bulk / planar coupling: -100.00 / -100.00 meV
2D energy, formula: -1.5346 phonon energies
3D energy, formula: -0.9769 phonon energies
2D energy, formula: -84.40 meV
2D energy, direct sum: -84.40 meV
3D energy, formula: -53.73 meV
3D energy, direct sum: -53.73 meV
2D minus 3D energy: -30.67 meV
ratio 2D/3D, direct sums: 1.57080
E/(alpha hw) by diagonalization, 2D: -1.57078
E/(alpha hw) by diagonalization, 3D: -1.00000
phonon number, 2D: 0.767, 3D: 0.488
fourth-order coefficient, 2D: -0.0640, 3D: -0.0159
mesh shift of 2D fourth-order coefficient: 1.0e-07
fourth-order energy, 2D: -3.36 meV
fourth-order energy, 3D: -0.84 meV
-E/(alpha hw), film of 0.001 r_p: 1.5691
-E/(alpha hw), film of 40 r_p: 0.9999
film thickness / r_p: 1.075
-E/(alpha hw), example film: 1.2355
shift on doubling the subbands: 8.0e-05
energy, example film: -66.39 meV
first subband gap, hard walls: 1.410 eV
thermal phonon occupation: 0.1352
2D energy at temperature: -95.82 meV
width from phonon absorption: 22.83 meV
density 1e+11 cm^-2: Fermi energy 1.20 meV
  screening wavevector times r_p: 0.159
  static screening lowers |E| by: 32.8 %
density 1e+12 cm^-2: Fermi energy 11.97 meV
  screening wavevector times r_p: 1.303
  static screening lowers |E| by: 72.8 %
polarization share outside film: 38.0 %
atomic spacing for cutoff: 0.33 nm
cutoff lowers |E| by: 3.6 %
scattering time from mobility: 11.37 fs
disorder broadening hbar/tau: 57.9 meV
```
